# Isolated dopants in equilibrium with neutral clusters: the m-th root limit

## The decision

A contact layer of silicon is to be grown with arsenic, and its resistance is to be calculated from the arsenic content. The calculation needs the concentration of isolated, electrically active dopants, but the gas flow controls the total. If the total is doubled, should the active concentration be doubled, multiplied by a root of two, or found from a fuller balance? The choice also decides whether more dopant gas is worth using.

Let \(C\) be the total dopant concentration, \(c\) the isolated concentration, and \(m\ge2\) the number of dopants in a neutral, inactive cluster. I assume full equilibrium at temperature \(T\), one cluster size, and a dilute crystal. At first the Fermi level is also held fixed, so that forming a cluster does not alter the energy of the electrons it takes up. This is the meaning given here to "ignoring carrier effects".

The algebra uses atomic units, with \(kT\) an energy. Numerical energies are in eV, concentrations in cm\(^{-3}\) and lengths in nm.

## Stage 1: pairs

Take a crystal of volume \(V\) with \(M=NV\) dopant sites. It holds \(n_1\) isolated dopants and \(n_2\) pairs. Each site offers \(g\) distinct pair placements, counted so that no pair is counted twice. When few sites are occupied, exclusion between defects can be neglected, and the number of arrangements is

\[
W=\frac{M^{n_1}}{n_1!}\,\frac{(gM)^{n_2}}{n_2!}.
\]

The factorials appear because exchanging identical defects gives no new arrangement. Let \(E_b>0\) be the energy released when two isolated dopants form a pair. I leave out changes in vibrational entropy. The free energy relative to isolated dopants is

\[
F=-n_2E_b-kT\ln W .
\]

Stirling's formula, \(\ln n!\simeq n\ln n-n\), gives

\[
\ln W\simeq n_1\ln\frac{M}{n_1}+n_1+n_2\ln\frac{gM}{n_2}+n_2 .
\]

Its derivative with respect to \(n_1\) is \(\ln(M/n_1)\), since the \(-1\) from the logarithm cancels the \(+1\) from the linear term. Likewise the derivative with respect to \(n_2\) is \(\ln(gM/n_2)\). Making one pair removes two isolated dopants, so \(dn_1=-2\,dn_2\), and at the minimum

\[
0=\frac{dF}{dn_2}=-E_b-kT\left[\ln\frac{gM}{n_2}-2\ln\frac{M}{n_1}\right].
\]

Hence

\[
\frac{n_2}{gM}=\left(\frac{n_1}{M}\right)^2e^{E_b/kT}.
\]

With \(n_1=cV\) and \(M=NV\), the pair concentration is \(Kc^2\), where \(K=(g/N)e^{E_b/kT}\). Each pair holds two dopants, so

\[
C=c+2Kc^2,\qquad c=\frac{-1+\sqrt{1+8KC}}{4K}.
\]

The other root of the quadratic is negative.

**Two limits.** For \(KC\ll1\), expanding the square root gives \(c\simeq C-2KC^2\): nearly all dopants are isolated. For \(KC\gg1\),

\[
c\simeq\sqrt{\frac{C}{2K}}-\frac1{4K}.
\]

The square root law is therefore a high-doping limit, approached from below.

## Stage 2: clusters of m dopants

For general \(m\), replace \(n_2\) by \(n_m\) and use \(dn_1=-m\,dn_m\). The same derivative becomes

\[
0=-E_b-kT\left[\ln\frac{gM}{n_m}-m\ln\frac{M}{n_1}\right].
\]

Exponentiating and dividing by the volume gives the cluster concentration \(q\):

\[
q=gN\left(\frac cN\right)^me^{E_b/kT}=Kc^m,
\qquad K=gN^{1-m}e^{E_b/kT}.
\]

This stationary point is a minimum, because

\[
\frac{d^2F}{dn_m^2}=kT\left(\frac1{n_m}+\frac{m^2}{n_1}\right)>0.
\]

Conservation of dopants now reads

\[
C=c+mKc^m. \tag{1}
\]

The right side rises steadily with \(c\), so there is one positive solution. Define the crossover concentration \(c_*\) by making the two terms equal:

\[
mKc_*^m=c_*,\qquad c_*=(mK)^{-1/(m-1)}.
\]

With \(u=c/c_*\), equation (1) becomes

\[
u+u^m=\frac C{c_*}. \tag{2}
\]

At \(C=2c_*\), \(u=1\), and half the dopants are isolated.

**The root and its error.** From (1), \(mKc^m=C-c\). Dividing by \(mK\) and taking the root gives, without further approximation,

\[
c=\left(\frac C{mK}\right)^{1/m}\left(1-\frac cC\right)^{1/m}. \tag{3}
\]

The last factor is below one, so the pure root law is an upper bound on the solution of (1). When \(C\gg c_*\), (2) gives \(u\simeq(C/c_*)^{1/m}\), so \(c/C\) tends to zero and the root law becomes accurate. Its leading correction is the factor \(1-c/(mC)\).

**The local exponent.** Write \(a=c/C\) for the active fraction. Differentiating (1) gives

\[
dC=c\,d\ln c+m(mKc^m)\,d\ln c .
\]

Divide by \(C\), using \(mKc^m=C-c=(1-a)C\):

\[
\frac{d\ln c}{d\ln C}=\frac1{a+m(1-a)}=\frac1{m-(m-1)a}. \tag{4}
\]

The exponent runs from 1 when \(a=1\) to \(1/m\) when \(a\to0\). It is larger than \(1/m\) at any finite doping. A local slope read from (1) near crossover would thus suggest too small a cluster: at \(a=1/2\) the reciprocal slope is \((m+1)/2\), not \(m\).

## Stage 3: numbers for a four-arsenic cluster

Consider four arsenic atoms on the sites around a silicon vacancy. The displaced silicon atom joins the crystal surface. Each possible vacancy site gives one cluster, so \(m=4\) and \(g=1\). Here \(E_b\) is the net energy released, after paying for the vacancy.

I take the round parameters \(T=1100\) K, \(N=5\times10^{22}\) cm\(^{-3}\) and \(E_b=1.40\) eV. The binding energy is a model parameter, not a computed property of arsenic. With \(kT=0.0948\) eV, \(E_b/kT=14.769\), and

\[
K=\frac{e^{14.769}}{(5\times10^{22})^3}=2.08\times10^{-62}\ \text{cm}^9,
\]
\[
c_*=(4K)^{-1/3}=2.29\times10^{20}\ \text{cm}^{-3}.
\]

Equation (1) then gives:

| \(C\) (cm\(^{-3}\)) | \(c\) (cm\(^{-3}\)) | \(c/C\) | Local exponent |
|---|---|---|---|
| \(10^{19}\) | \(1.00\times10^{19}\) | 1.00 | 1.00 |
| \(10^{20}\) | \(9.36\times10^{19}\) | 0.94 | 0.84 |
| \(5\times10^{20}\) | \(2.37\times10^{20}\) | 0.47 | 0.39 |
| \(10^{21}\) | \(3.03\times10^{20}\) | 0.30 | 0.32 |

At \(C=10^{21}\) cm\(^{-3}\), the isolated concentration is \(3.03\times10^{20}\) cm\(^{-3}\), or 0.303 nm\(^{-3}\). The pure root gives \(3.31\times10^{20}\) cm\(^{-3}\), and (3) supplies the difference:

\[
3.312\times10^{20}\times(1-0.303)^{1/4}=3.03\times10^{20}\ \text{cm}^{-3}.
\]

The value of the root law is only 9 per cent too high, but its slope is less good. Doubling \(C\) from \(5\times10^{20}\) to \(10^{21}\) cm\(^{-3}\) multiplies \(c\) by 1.28, whereas the pure fourth root predicts 1.19.

**Is the limit reachable?** Ask for a local exponent within 10 per cent of \(1/4\). Equation (4) requires \(4-3a=4/1.1\), so \(a=0.121\). Dividing (2) by \(u\) gives \(1+u^3=1/a\), hence \(u=1.94\) and \(C/c_*=u/a=16\). This means \(C\simeq3.7\times10^{21}\) cm\(^{-3}\), about 7 per cent of all sites. For these parameters, the limiting slope comes into view where the dilute assumption is already doubtful. The full balance (1) is the better tool.

**Test of the counting.** A cluster fills five sites: the vacancy and its four neighbours. It also forbids 17 vacancy positions to another cluster: its own centre, the four neighbours, and the twelve second neighbours, which would share an arsenic atom. A Monte Carlo simulation on a diamond lattice of 32,768 sites, with these exclusions and the same \(E_b/kT\), gave on average 115.6, 156.7 and 199.1 isolated dopants for totals of 164, 328 and 655. Equation (1) gives 114.1, 155.5 and 198.3. The largest difference is 1.3 per cent, so this small simulation tests the counting only at about the per cent level.

In a much larger lattice at \(C=10^{21}\) cm\(^{-3}\), an explicit sum over the number of clusters, with overlaps of the forbidden zones left uncorrected, indicates that site blocking changes \(c\) by only about 0.1 per cent. Blocking can be ignored here.

## Stage 4: let the dopants supply the electrons

An isolated donor is ionized, while the cluster is neutral. The reaction is therefore

\[
m\,\mathrm D^++m\,e^-\rightleftharpoons \mathrm D_m .
\]

If other dopants fix the electron density, the Fermi level stays put and (1) survives. This requires the electrons from arsenic to shift the Fermi level by much less than \(kT/m\). In a degenerate electron gas it is not enough that \(c\) is small beside the fixed density \(n\), because the shift is then larger than \(kT\,c/n\). In a layer doped with arsenic alone, neutrality instead gives \(n=c\) when thermal carriers are few.

Add the electron free energy density \(f_e(n)\) to the dopant part. Per unit volume,

\[
f=kT\left[c\left(\ln\frac cN-1\right)+q\left(\ln\frac q{gN}-1\right)\right]-qE_0+f_e(c),
\]

where \(E_0\) is the binding energy with electron energies counted from the band edge. Now \(dc=-m\,dq\) and \(df_e/dn=\mu_e\), the Fermi level. The minimum is

\[
kT\ln\frac q{gN}-E_0-m\left(kT\ln\frac cN+\mu_e\right)=0.
\]

Let \(E_b=E_0+m\mu_{\rm ref}\) be the binding energy at a reference Fermi level. Then

\[
q=Kc^m\exp\left[\frac{m(\mu_e-\mu_{\rm ref})}{kT}\right]. \tag{5}
\]

A higher Fermi level favours the cluster, because each bound dopant takes an electron out of the band.

**Boltzmann limit.** For non-degenerate electrons, \(e^{\mu_e/kT}\propto n=c\). The cluster term then varies as \(c^{2m}\), and at high doping \(c\propto C^{1/(2m)}\). The carriers halve the limiting exponent. Direct minimisation of the free energy for \(m=4\), between totals of \(10^4\) and \(10^5\) in units where the crossover is one, gives exponents of 0.2501 at fixed Fermi level and 0.1250 with Boltzmann carriers.

**Degenerate electrons.** Let \(s=d(\mu_e/kT)/d\ln n\). Differentiating \(C=c+mq\) with (5) gives

\[
\frac{d\ln c}{d\ln C}=\frac1{a+(1-a)m(1+s)}. \tag{6}
\]

In Fermi statistics \(n\) is a sum of occupations \(f_i\), and \(dn/d(\mu_e/kT)\) is the same sum of \(f_i(1-f_i)\), which is smaller. Thus \(s>1\), and degeneracy weakens the growth further.

For the example I use a parabolic band with a density-of-states mass of 1.1 electron masses, and take \(\mu_{\rm ref}\) at \(n=c_*\). The two models then agree at \(C=2c_*\). That Fermi level lies 0.049 eV above the band edge, so Boltzmann statistics are already inaccurate. At \(C=10^{21}\) cm\(^{-3}\), the carrier balance gives \(c=2.59\times10^{20}\) cm\(^{-3}\), 14.5 per cent below the fixed-level result. The size and sign of this gap depend on the choice of \(\mu_{\rm ref}\): it vanishes if the reference is taken at \(n=3.03\times10^{20}\) cm\(^{-3}\), and it is about \(-45\) or \(+18\) per cent for references at \(10^{20}\) or \(4\times10^{20}\) cm\(^{-3}\). The slope depends little on this choice, staying between 0.13 and 0.14. With the reference at \(c_*\), the local exponent falls from 0.32 to 0.13. A further 10 per cent of arsenic would raise \(c\) by about 1.3 per cent, instead of 3.1 per cent.

Thermal carriers matter much less. With a rough hot gap of 0.8 eV and equal band masses, \(n_i\simeq3\times10^{18}\) cm\(^{-3}\), or 1 per cent of \(c\). Neutrality reads \(n-p=c\). Boltzmann statistics would give \(np=n_i^2\), and in this band model degeneracy makes \(np\) smaller. At this doping the relative correction to \(n=c\) is therefore no more than about \((n_i/c)^2\simeq10^{-4}\). It grows at lighter doping, to about 8 per cent at \(c=10^{19}\) cm\(^{-3}\).

## Stage 5: estimate the screening energy

Electrons gather around an ionized donor and lower its energy, which opposes clustering. For a unit positive ion in a medium of relative permittivity \(\varepsilon\), let the electron density respond linearly to the potential \(\phi\), with \(\delta n=\chi\phi\) and \(\chi=dn/d\mu_e\). Poisson's equation is

\[
\nabla^2\phi=-\frac{4\pi}{\varepsilon}\left[\delta(\mathbf r)-\chi\phi\right].
\]

Its decaying solution is

\[
\phi=\frac{e^{-r/\lambda}}{\varepsilon r},\qquad
\lambda^{-2}=\frac{4\pi\chi}{\varepsilon}.
\]

Subtract the bare potential \(1/(\varepsilon r)\) and let \(r\to0\). The electron cloud produces the potential \(-1/(\varepsilon\lambda)\) at the ion. Charging the ion gradually from zero to one contributes a factor \(1/2\), so the energy is lowered by

\[
w=\frac1{2\varepsilon\lambda}.
\]

The free energy density changes by \(-cw(c)\). Its derivative lowers the chemical potential of an ion with its electron by \(v=d(cw)/dc\). Relative to the crossover, where \(E_b\) is specified, (5) gains the factor \(\exp\{-m[v(c)-v(c_*)]/kT\}\).

With \(\varepsilon=12\), this changes the carrier result at \(C=10^{21}\) cm\(^{-3}\) to \(c=2.65\times10^{20}\) cm\(^{-3}\), with a local exponent of 0.16. Screening thus cancels a small part of the carrier effect in this estimate.

The estimate is not a firm correction. At \(c=3.03\times10^{20}\) cm\(^{-3}\), \(\lambda=0.56\) nm, while the mean ion spacing \(c^{-1/3}\) is 1.49 nm. A sphere of radius \(\lambda\) contains on average

\[
0.303\times\frac{4\pi}{3}(0.559)^3\simeq0.22
\]

electrons. A smooth linear cloud is a poor picture at that density, and \(w=0.107\) eV exceeds \(kT\). The estimate also leaves out the screening of the ions by one another, which in full equilibrium opposes clustering further; in the same linear theory it raises the local exponent from 0.16 to about 0.19. In the other direction, the thermal wavelength of an electron in one of six valleys of mass 0.33 is about 3.9 nm, far longer than \(\lambda\), so a local response overstates \(w\); a response that depends on wavevector gives about 0.07 eV. The result shows the direction of the effect, not a reliable size.

## Stage 6: other clusters and the binding energy

If clusters of several sizes coexist at fixed Fermi level, each obeys its own mass action law:

\[
C=c+\sum_{j=2}^{m}jK_jc^j .
\]

For fixed constants \(K_j\), the highest power wins as \(c\) grows, so the largest cluster present sets the limiting exponent. Smaller clusters can still matter near crossover.

Around a vacancy there are \(g_2=6\) ways to place two arsenic atoms and \(g_3=4\) ways to place three. Suppose one such species holds a tenth of the dopants at \(C=10^{21}\) cm\(^{-3}\). The remaining \(0.9C\) fixes \(c\) through (1), and \(jK_jc^j=0.1C\) gives

\[
E_j=kT\ln\frac{0.1\,C\,N^{j-1}}{j\,g_j\,c^j}.
\]

The thresholds are 0.15 eV for two arsenic atoms and 0.64 eV for three, again net of the vacancy cost. If either species is bound more strongly than its threshold, a model with four-atom clusters alone misses more than a tenth of the dopants.

The main binding energy matters as well. At fixed \(C\), differentiating (1) with respect to \(\ln K\) gives

\[
\frac{d\ln c}{d\ln K}=-\frac{1-a}{m-(m-1)a},
\]

which is \(-0.697\times0.323=-0.23\) at \(C=10^{21}\) cm\(^{-3}\). Solving (1) again with \(E_b\) lowered or raised by 0.1 eV changes \(c\) by \(+26\) or \(-21\) per cent. When arsenic supplies the electrons, \(c\) responds less. Differentiating \(C=c+mq\) with (5) gives a sensitivity to \(\ln K\) of \(-(1-a)\) times the exponent in (6), or about \(-0.741\times0.134=-0.10\). With \(\mu_{\rm ref}\) held fixed, a change of 0.1 eV then moves \(c\) by roughly 10 per cent. In neither case does the binding energy change the limiting exponent.

## Beside a real layer

A temperature of 1100 K is within the range used for silicon epitaxy from the vapour, and active arsenic concentrations of a few times \(10^{20}\) cm\(^{-3}\) are a realistic rough scale for heavily doped silicon. A total of \(10^{21}\) cm\(^{-3}\) is at the extreme end for such a layer. Growth can break the assumption of equilibrium: dopants enter at a moving surface and may be buried before they can cluster. At this total their mean spacing is \(C^{-1/3}=1.0\) nm. To diffuse that far in 300 s they need roughly

\[
D=\frac{(1.0\times10^{-7}\ \text{cm})^2}{6\times300\ \text{s}}
\simeq6\times10^{-18}\ \text{cm}^2/\text{s}.
\]

This is a rough scale for most dopants to meet another, not a sharp threshold: dopants placed at random often start closer together and need less. Nor does meeting prove that four of them and a vacancy will assemble. If all dopants were buried on isolated sites and none clustered, \(c\) would equal \(C\), 3.3 times the equilibrium value from (1). A separate arsenic-rich phase would break the law in the other direction: in equilibrium with the crystal it fixes the dopant chemical potential, and at fixed Fermi level \(c\) then stops rising.

For the contact calculation, proportional scaling is reasonable well below \(c_*\) if the dopants enter on isolated sites. Near and above \(c_*\), equation (1) applies when equilibrium holds and something else fixes the Fermi level. Other donors can hardly do this in silicon, since they would have to outnumber the arsenic ions many times over, beyond any practical doping. When arsenic supplies the electrons, the carrier balance (5) should replace it, especially if the question is how much another increment of dopant gas will gain. Both balances give the active concentration at the growth temperature, whereas a contact is used cold. For the parameters used here, equilibrium at a lower temperature favours more clustering, so the calculated value carries over only if the layer cools too quickly for the dopants to rearrange. Later heating can also lower it.

## Calculated quantities

```
temperature 1100 K, kT = 0.09479 eV
cluster size m = 4, binding energy E_b = 1.40 eV
site density N = 5.00e+22 cm^-3, E_b/kT = 14.769
equilibrium constant K = 2.0766e-62 cm^9
crossover concentration c* = 2.2919e+20 cm^-3
total C, isolated c, root law (cm^-3); c/C; local exponent:
  1.0e+19  9.9992e+18  1.0475e+20  0.9999  0.9998
  1.0e+20  9.3619e+19  1.8627e+20  0.9362  0.8393
  2.0e+20  1.5367e+20  2.2152e+20  0.7684  0.5900
  5.0e+20  2.3717e+20  2.7854e+20  0.4743  0.3881
  1.0e+21  3.0269e+20  3.3124e+20  0.3027  0.3234
doubling C from 5e20 to 1e21 cm^-3 multiplies c by 1.2763
pure root law would give a factor 1.1892
clusters at C = 1e21 cm^-3: 1.7433e+20 cm^-3
one cluster fills 5 sites, blocks 17 cluster centres
lattice simulation, 32768 sites: dopants, isolated, law:
  164  115.6  114.1
  328  156.7  155.5
  655  199.1  198.3
neglected effects, all at C = 1e21 cm^-3:
site blocking changes c by -0.069 %
inputs: mass 1.1 m_e, permittivity 12.0, gap 0.8 eV
band density of states N_c = 2.033e+20 cm^-3
thermal carriers n_i = 2.99e+18 cm^-3, n_i/c = 0.0099
Fermi level above band edge at c*: 0.0486 eV
carriers: c = 2.5886e+20 cm^-3 (-14.5 %), exponent 0.1337
carriers+screening: c = 2.6510e+20 cm^-3 (-12.4 %), exponent 0.1601
screening length at c: 0.559 nm
mean ion spacing c^(-1/3): 1.489 nm
screening energy per ion: 0.1073 eV
limiting exponents from free energy, m = 4: fixed Fermi level 0.2501, Boltzmann carriers 0.1250
E_b -0.1 eV: c = 3.8228e+20 cm^-3 (+26.3 %)
E_b +0.1 eV: c = 2.3776e+20 cm^-3 (-21.5 %)
2 As + vacancy holds 10 % of dopants if bound by 0.150 eV
3 As + vacancy holds 10 % of dopants if bound by 0.637 eV
mean dopant spacing C^(-1/3) = 1.000 nm
diffusivity to cross it in 300 s: 5.56e-18 cm^2/s
```
